# Off-Diagonal Self-Energy and the Splitting of Two Quasiparticle Bands: test program

```python
"""Two-band quasiparticle Hamiltonian with off-diagonal self-energy.

Result under test: H = [[E1, s], [conj(s), E2]] has the splitting
S = sqrt(D^2 + 4|s|^2), with D = E2 - E1, so 0.20 eV grows to 0.283 eV.
E1, E2: diagonal quasiparticle energies; s: element of Sigma - v_xc.
Z: quasiparticle weight of an energy-dependent diagonal self-energy.
All energies are in eV unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

E1, E2, s = 1.00, 1.20, 0.10
D = E2 - E1
mean = (E1 + E2) / 2
hartree_eV = physical_constants["Hartree energy in eV"][0]


def hamiltonian(a, b, coupling):
    return np.array([[a, coupling], [np.conj(coupling), b]])


def split_formula(gap, coupling):
    return np.sqrt(gap**2 + 4 * abs(coupling)**2)


# Main result: numerical diagonalization against the closed formulas.
levels, vectors = np.linalg.eigh(hamiltonian(E1, E2, s))
splitting = levels[1] - levels[0]
assert abs(splitting - split_formula(D, s)) < 1e-12
assert abs(levels.mean() - mean) < 1e-12
assert round(splitting, 3) == 0.283
angle = 0.5 * np.arctan2(2 * s, D)
weights = vectors[:, 0]**2
assert np.allclose(weights, [np.cos(angle)**2, np.sin(angle)**2])
assert vectors[0, 0] * vectors[1, 0] < 0   # lower state: opposite signs
assert vectors[0, 1] * vectors[1, 1] > 0   # upper state: equal signs

# Random complex couplings: the phase is irrelevant, the gap always grows.
rng = np.random.default_rng(4)
for _ in range(200):
    a, b = rng.uniform(-2, 2, 2)
    c = rng.uniform(0.01, 1) * np.exp(2j * np.pi * rng.random())
    e = np.linalg.eigvalsh(hamiltonian(a, b, c))
    assert abs(e[1] - e[0] - split_formula(b - a, c)) < 1e-11
    assert e[1] - e[0] > abs(b - a)
degenerate = np.linalg.eigvalsh(hamiltonian(mean, mean, s))
degenerate_split = degenerate[1] - degenerate[0]
assert abs(degenerate_split - 2 * s) < 1e-12

# Second-order perturbation theory and its leading error at small coupling.
second_order = D + 2 * s**2 / D
small = 0.01
e = np.linalg.eigvalsh(hamiltonian(E1, E2, small))
error = D + 2 * small**2 / D - (e[1] - e[0])
assert abs(error / (2 * small**4 / D**3) - 1) < 0.02

# Energy-dependent diagonal self-energy, generated by distant satellites.
# Each orbital couples with strength g to states at E_i +/- satellite.
Z, satellite = 0.8, 15.0
slope = 1 / Z - 1
g = satellite * np.sqrt(slope / 2)
big = np.zeros((6, 6))
for i, energy in enumerate((E1, E2)):
    k = 3 * i
    big[k, k] = energy
    big[k + 1, k + 1] = energy + satellite
    big[k + 2, k + 2] = energy - satellite
    big[k, k + 1:k + 3] = g
    big[k + 1:k + 3, k] = g
big[0, 3] = big[3, 0] = s
e, v = np.linalg.eigh(big)
near = np.where(abs(e - mean) < 1)[0]
assert len(near) == 2
dynamic_split = e[near[1]] - e[near[0]]
# Tolerances cover the curvature of the self-energy, of order (E/satellite)^2.
assert abs(dynamic_split - split_formula(D, Z * s)) < 1e-4
band_weight = v[0, near]**2 + v[3, near]**2
assert np.allclose(band_weight, Z, atol=2e-3)

# Energy slope of the off-diagonal element, with static diagonal elements.
off_slope = -0.05


def determinant(energy):
    coupling = s + off_slope * (energy - mean)
    return (energy - E1) * (energy - E2) - coupling**2


low = brentq(determinant, 0.8, E1, xtol=1e-13)
high = brentq(determinant, E2, 1.5, xtol=1e-13)
slope_split = high - low
slope_shift = (high + low) / 2 - mean
assert abs(slope_shift - s * off_slope / (1 - off_slope**2)) < 1e-10
assert abs(slope_split - splitting) < 0.2 * abs(slope_shift)

# Remote third band, with equal and with opposite signs of its couplings.
E3, c3 = 4.10, 0.10
remote = []
for sign in (1, -1):
    three = np.array([[E1, s, c3], [s, E2, sign * c3], [c3, sign * c3, E3]])
    e = np.linalg.eigvalsh(three)
    remote.append(e[1] - e[0])
    effective = s + sign * c3**2 / (mean - E3)
    # Tolerance covers the energy dependence of the folded coupling.
    assert abs(remote[-1] - split_formula(D, effective)) < 5e-4
assert remote[0] < splitting < remote[1]

# Finite lifetime: imaginary part -gamma on the upper diagonal element.
gamma = 0.02
e = np.linalg.eigvals(np.array([[E1, s], [s, E2 - 1j * gamma]]))
life_split = abs(e[0].real - e[1].real)
assert abs(life_split - np.sqrt((D - 1j * gamma)**2 + 4 * s**2).real) < 1e-12
assert abs(life_split - splitting) < 1e-3

print(f"diagonal energy E1 = {E1:.2f} eV")
print(f"diagonal energy E2 = {E2:.2f} eV")
print(f"off-diagonal element s = {s:.2f} eV")
print(f"diagonal splitting D = {D:.2f} eV")
print(f"mean energy = {mean:.2f} eV")
print(f"coupling ratio s/D = {s / D:.2f} (no unit)")
print(f"lower eigenvalue = {levels[0]:.4f} eV")
print(f"upper eigenvalue = {levels[1]:.4f} eV")
print(f"full splitting S = {splitting:.4f} eV")
print(f"full splitting S = {splitting / hartree_eV:.5f} hartree")
print(f"growth factor S/D = {splitting / D:.4f} (no unit)")
print(f"shift of each level = {(splitting - D) / 2:.4f} eV")
print(f"mixing angle = {np.degrees(angle):.2f} degrees")
print(f"lower state, weight of orbital 1 = {weights[0]:.4f} (no unit)")
print(f"lower state, weight of orbital 2 = {weights[1]:.4f} (no unit)")
print(f"second-order splitting = {second_order:.4f} eV")
print(f"second-order error = {second_order - splitting:.4f} eV")
print(f"splitting for D = 0 = {degenerate_split:.4f} eV")
print(f"assumed quasiparticle weight Z = {Z:.2f} (no unit)")
print(f"self-energy slope size b = {slope:.2f} (no unit)")
print(f"satellite distance in test = {satellite:.1f} eV")
print(f"renormalized coupling Z*s = {Z * s:.3f} eV")
print(f"splitting by Z formula = {split_formula(D, Z * s):.4f} eV")
print(f"splitting from satellite matrix = {dynamic_split:.4f} eV")
print(f"assumed off-diagonal slope = {off_slope:.2f} (no unit)")
print(f"splitting with that slope = {slope_split:.4f} eV")
print(f"common shift with that slope = {1000 * slope_shift:.2f} meV")
print(f"assumed third-band energy = {E3:.2f} eV")
print(f"assumed third-band coupling size = {c3:.2f} eV")
print(f"splitting, third band, equal signs = {remote[0]:.4f} eV")
print(f"splitting, third band, opposite signs = {remote[1]:.4f} eV")
print(f"assumed imaginary part gamma = {gamma:.2f} eV")
print(f"splitting with finite lifetime = {life_split:.4f} eV")
print("tests ok")
```

Running it gives:

```
diagonal energy E1 = 1.00 eV
diagonal energy E2 = 1.20 eV
off-diagonal element s = 0.10 eV
diagonal splitting D = 0.20 eV
mean energy = 1.10 eV
coupling ratio s/D = 0.50 (no unit)
lower eigenvalue = 0.9586 eV
upper eigenvalue = 1.2414 eV
full splitting S = 0.2828 eV
full splitting S = 0.01039 hartree
growth factor S/D = 1.4142 (no unit)
shift of each level = 0.0414 eV
mixing angle = 22.50 degrees
lower state, weight of orbital 1 = 0.8536 (no unit)
lower state, weight of orbital 2 = 0.1464 (no unit)
second-order splitting = 0.3000 eV
second-order error = 0.0172 eV
splitting for D = 0 = 0.2000 eV
assumed quasiparticle weight Z = 0.80 (no unit)
self-energy slope size b = 0.25 (no unit)
satellite distance in test = 15.0 eV
renormalized coupling Z*s = 0.080 eV
splitting by Z formula = 0.2561 eV
splitting from satellite matrix = 0.2561 eV
assumed off-diagonal slope = -0.05 (no unit)
splitting with that slope = 0.2834 eV
common shift with that slope = -5.01 meV
assumed third-band energy = 4.10 eV
assumed third-band coupling size = 0.10 eV
splitting, third band, equal signs = 0.2779 eV
splitting, third band, opposite signs = 0.2873 eV
assumed imaginary part gamma = 0.02 eV
splitting with finite lifetime = 0.2825 eV
tests ok
```
